# Heat capacity of flexural and linear phonon branches in a thin sheet

## Dimensional argument

Consider a phonon branch of a large two-dimensional sheet with dispersion $\omega=bq^n$, where $q$ is the wavevector and $b$ a constant. Its heat capacity per area $C$ is $k_B$ divided by the square of a length. The available quantities are $b$ and the thermal frequency $k_BT/\hbar$. They form one length, $1/q_T$, defined by

$$bq_T^n=\frac{k_BT}{\hbar}.$$

Hence

$$C=\text{number}\times k_Bq_T^2\propto T^{2/n}.$$

A quadratic branch, $n=2$, gives $C\propto T$. A linear branch, $n=1$, gives $C\propto T^2$. Physically, modes with $q$ well above $q_T$ are frozen, and the number of modes below $q_T$ grows as the area $q_T^2$ in the wavevector plane.

The argument requires that no other length matters. The lattice constant, the sheet size, a tension and a substrate each supply one, and each limits the laws as shown below.

## Which branches are quadratic and which are linear

Let the sheet be isotropic, with mass per area $\rho$ and small out-of-plane displacement $h(x,y)$. A rigid tilt, $h=\theta x$, costs no energy in a free sheet. An energy density proportional to $(\nabla h)^2$ would charge for it, so that term is absent. The lowest remaining terms contain two second derivatives. One is $(\nabla^2h)^2$. The other is

$$h_{xx}h_{yy}-h_{xy}^2=\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy}),$$

which integrates to an edge term and does not affect waves in the interior. With bending rigidity $\kappa$,

$$E=\frac{\kappa}{2}\int(\nabla^2h)^2\,dA .$$

Vary $h$ by $\delta h$ and integrate by parts twice, with no edge contribution:

$$\delta E=\kappa\int\nabla^2h\,\nabla^2\delta h\,dA=\kappa\int(\nabla^4h)\,\delta h\,dA .$$

The force per area is minus the coefficient of $\delta h$, so $\rho\ddot h=-\kappa\nabla^4h$. For a plane wave, $\ddot h=-\omega^2h$ and $\nabla^4h=q^4h$. Therefore

$$\omega=\alpha q^2,\qquad \alpha=\sqrt{\kappa/\rho}.$$

In-plane displacements $\mathbf u$ do cost energy at first order in their gradients. With two-dimensional Lamé constants $\lambda$ and $\mu$,

$$\rho\ddot{\mathbf u}=(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u .$$

A longitudinal wave has $\rho\omega^2=(\lambda+2\mu)q^2$, and a transverse wave has $\rho\omega^2=\mu q^2$. Both have the form $\omega=cq$. They are called LA and TA below.

## Heat capacity of one mode

In the harmonic approximation at fixed area, $\omega$ does not depend on temperature. The mean energy of a mode is $\hbar\omega/2+\hbar\omega/(e^x-1)$, with $x=\hbar\omega/k_BT$. The zero-point term drops out on differentiation. Since $dx/dT=-x/T$,

$$\frac{d}{dT}\frac{\hbar\omega}{e^x-1}=\frac{-\hbar\omega\,e^x}{(e^x-1)^2}\left(-\frac xT\right)=k_Bf(x),\qquad f(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

For numerical work the equivalent form $f=[(x/2)/\sinh(x/2)]^2$ avoids subtracting nearly equal numbers at small $x$. It follows from $e^x-1=2e^{x/2}\sinh(x/2)$. A slow mode has $f\to1$, and a fast one has $f\approx x^2e^{-x}$.

## Counting modes and obtaining the prefactors

In a periodic square of side $L$, allowed wavevectors are spaced by $2\pi/L$ in each direction. The number of modes per area inside a circle of radius $q$ is

$$N=\frac{1}{L^2}\frac{\pi q^2}{(2\pi/L)^2}=\frac{q^2}{4\pi}.$$

Substitute $q^2=\omega/\alpha$ or $q^2=\omega^2/c^2$, then differentiate with respect to $\omega$:

$$g_{\rm flex}=\frac{1}{4\pi\alpha},\qquad g_{\rm lin}=\frac{\omega}{2\pi c^2}.$$

The heat capacity is $C=k_B\int_0^\infty g(\omega)f\,d\omega$. The upper limit may be infinite if the top of the branch lies far above $k_BT/\hbar$. The forms of $g$ above also need the power-law dispersion to hold for all thermally active modes, which is the stricter condition. With $\omega=(k_BT/\hbar)x$,

$$C_{\rm flex}=\frac{k_B}{4\pi\alpha}\frac{k_BT}{\hbar}\int_0^\infty f\,dx,\qquad
C_{\rm lin}=\frac{k_B}{2\pi c^2}\left(\frac{k_BT}{\hbar}\right)^2\int_0^\infty xf\,dx .$$

For the integrals, start from $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$. Minus its derivative is $e^x/(e^x-1)^2=\sum_{n\ge1}ne^{-nx}$. All terms are positive, so the sum may be integrated term by term. Using $\int_0^\infty x^me^{-nx}dx=m!/n^{m+1}$,

$$\int_0^\infty f\,dx=\sum_n n\frac{2}{n^3}=2\zeta(2)=\frac{\pi^2}{3},\qquad
\int_0^\infty xf\,dx=\sum_n n\frac{6}{n^4}=6\zeta(3).$$

The results, for each branch, are

$$\boxed{C_{\rm flex}=\frac{\pi k_B^2T}{12\hbar\alpha}},\qquad
\boxed{C_{\rm lin}=\frac{3\zeta(3)k_B^3T^2}{\pi\hbar^2c^2}}.$$

The sheet's phonon heat capacity is the sum over branches. While these two laws hold, the sum is close to linear in $T$ when the flexural term is much larger than the in-plane terms.

## Tension gives the out-of-plane branch a $T^2$ law at low temperature

A tension $\sigma>0$ adds $(\sigma/2)(\nabla h)^2$ to the energy density, because the frame that holds the sheet defines a preferred plane. Then

$$\rho\omega^2=\kappa q^4+\sigma q^2 .$$

A compressive $\sigma<0$ gives $\omega^2<0$ for any mode with $q^2<|\sigma|/\kappa$. If the sheet is large enough to have such a mode, it buckles, and the flat-sheet formulas do not apply.

For $\sigma>0$, solve for the positive root:

$$q^2=\frac{-\sigma+\sqrt{\sigma^2+4\kappa\rho\omega^2}}{2\kappa}.$$

Differentiating $N=q^2/4\pi$ gives

$$g=\frac{1}{4\pi}\,\frac{1}{2\kappa}\,\frac{4\kappa\rho\omega}{\sqrt{\sigma^2+4\kappa\rho\omega^2}}
=\frac{1}{4\pi\alpha}\frac{\omega}{\sqrt{\omega^2+\omega_\sigma^2}},\qquad
\omega_\sigma=\frac{\sigma}{2\sqrt{\kappa\rho}}.$$

The second form follows by taking $2\sqrt{\kappa\rho}$ out of the square root and using $\rho/\sqrt{\kappa\rho}=1/\alpha$. With $t=\hbar\omega_\sigma/k_BT$,

$$\frac{C}{C_{\rm flex}}=\frac{3}{\pi^2}\int_0^\infty f(x)\frac{x}{\sqrt{x^2+t^2}}\,dx .$$

**Weak tension, $t\ll1$.** The factor $1-x/\sqrt{x^2+t^2}$ measures the loss. It is concentrated at $x\sim t$, where $f\approx1$, and

$$\int_0^X\left(1-\frac{x}{\sqrt{x^2+t^2}}\right)dx=X-\sqrt{X^2+t^2}+t\;\longrightarrow\;t\quad(X\to\infty).$$

Because $f-1$ starts at order $x^2$ and the factor falls as $t^2/2x^2$, replacing $f$ by 1 causes an error of order $t^2$. Thus $C/C_{\rm flex}\approx1-3t/\pi^2$.

**Strong tension or low temperature, $t\gg1$.** Thermal modes have $\omega\ll\omega_\sigma$, so $g\approx\omega/(4\pi\alpha\omega_\sigma)$. Since $\alpha\omega_\sigma=\sigma/2\rho$, this is $\omega/(2\pi c^2)$ with $c=\sqrt{\sigma/\rho}$. The out-of-plane branch then obeys the $T^2$ law.

## Worked example: suspended graphene at 10 K

The setting is a suspended graphene sheet in a cryogenic bolometer. The inputs are rough typical values: $\kappa=1.5$ eV, and sound speeds of 14 km/s (TA) and 21 km/s (LA). A lattice constant of 0.246 nm with two carbon atoms per cell gives $\rho=0.761$ mg/m². In SI units,

$$\alpha=\sqrt{\frac{2.403\times10^{-19}}{7.61\times10^{-7}}}=5.62\times10^{-7}\ \text{m}^2/\text{s},$$

$$C_{\rm flex}=\frac{\pi(1.381\times10^{-23})^2(10)}{12(1.055\times10^{-34})(5.62\times10^{-7})}=8.42\times10^{-6}\ \text{J/(m}^2\,\text{K)}.$$

This is 8.42 µJ/(m² K), or 11.1 J/(kg K) after division by $\rho$. The linear formula gives 0.139 µJ/(m² K) for TA and 0.062 µJ/(m² K) for LA, together 2.4% of the flexural value.

The difference comes from the number of active modes. The thermal wavelength $2\pi/q_T$ is 4.12 nm for the flexural branch and 67.2 nm for TA. The ratio of $q_T^2$ is therefore $(67.2/4.12)^2\approx266$. The prefactors reduce the ratio of heat capacities to $266\times(\pi^2/3)/(12\zeta(3))\approx61$, in agreement with $8.42/0.139$.

The ratio of the in-plane to the flexural heat capacity grows in proportion to $T$. Extrapolated, the two laws would cross at $10\times8.42/0.200\approx421$ K. The lattice spoils the flexural law well below that temperature, so the crossing is not a prediction.

Explicit sums over the modes of a 1 µm square test these results without a density of states. At 10 K they give 8.41 µJ/(m² K) for the flexural branch and 0.139 µJ/(m² K) for TA. Between 5 and 10 K the powers of $T$ are 1.0008 and 2.0004.

## Edges

The flexural sum is 0.14% below the law because it uses simply supported edges. Its modes are products of sines with $\mathbf q=(\pi/L)(m,n)$ and $m,n\ge1$. A quarter circle contains $L^2q^2/4\pi$ grid cells. Excluding the two axes removes half a strip along each, $qL/\pi$ modes in total. Per area,

$$N\approx\frac{q^2}{4\pi}-\frac{q}{\pi L}.$$

With $q=q_T\sqrt x$, the second term changes the heat capacity by

$$\frac{\delta C}{C_{\rm flex}}=-\frac{4}{Lq_T}\,\frac{3}{\pi^2}\,\frac12\int_0^\infty x^{-1/2}f\,dx .$$

The same series gives $\Gamma(5/2)\zeta(3/2)\approx3.47$ for the integral, so the change is $-2.11/(Lq_T)$. Here $q_T=2\pi/(4.12\ \text{nm})=1.53\times10^9$ m$^{-1}$, which gives $-0.14\%$. The relative correction grows as $T^{-1/2}$ on cooling. Other edge conditions have other coefficients.

## Where the lattice ends the linear law

A square mesh with one site per graphene cell, of area $a^2=0.0524$ nm², shows the effect of a shortest wavelength. It is a stand-in, not graphene's true band, so the percentages below illustrate the trend and are not graphene's own corrections. A honeycomb mesh with the same $\alpha$ softens less, with an excess near 1% at 10 K and 14% at 77 K, so the square mesh overstates the effect. Replacing $\nabla^2$ by nearest-neighbour differences gives

$$\omega=\frac{4\alpha}{a^2}\left[\sin^2\frac{q_xa}{2}+\sin^2\frac{q_ya}{2}\right].$$

The top of the branch is $8\hbar\alpha/a^2=56.5$ meV. Since $4\sin^2(k/2)\approx k^2-k^4/12$, the mesh is softer than $\alpha q^2$ as $q$ rises. In direction $\varphi$, to first order,

$$q^2\approx\frac{\omega}{\alpha}+\frac{a^2\omega^2}{12\alpha^2}(\cos^4\varphi+\sin^4\varphi).$$

The angular average of the bracket is $3/4$. Differentiating the averaged $q^2/4\pi$ multiplies $g_{\rm flex}$ by $1+a^2\omega/8\alpha$. The relative rise in $C$ is then

$$\frac{a^2q_T^2}{8}\,\frac{\int xf\,dx}{\int f\,dx}=\frac{a^2q_T^2}{8}\times2.19 ,$$

or 3.3% at 10 K. The full sum over the mesh band gives:

- 4 K: $C$ is 1.014 times the law, with local power $T^{1.01}$.
- 10 K: 1.036 times, with $T^{1.04}$.
- 77 K: 1.45 times, with $T^{1.21}$.
- 300 K: 0.93 times, with $T^{0.22}$.

The ratio near one at 300 K does not mean that the law works there. The low power shows that the branch is approaching its limit of $k_B$ per cell. The ratio first rises through softening and later falls through saturation, so it must pass through one. At chip operating temperatures the heat capacity needs the full phonon bands, including the optical ones omitted here.

## Tension, substrate and other effects in devices

**Tension.** A rough weak tension of 0.05 N/m has $\hbar\omega_\sigma/k_B=0.446$ K. At 10 K, $t=0.0446$ and the first-order formula gives $C/C_{\rm flex}=0.986$. The full integral gives 0.987. At 4.46 mK the local power for an infinite sheet is 1.998, so the $T^2$ law has returned. There $c=256$ m/s and the thermal wavelength $2\pi\hbar c/k_BT$ is about 2.8 µm, so a 1 µm flake is too small to show this limit. The tension in this model is equal in all directions, so it corresponds to a strain $(1-\nu)\sigma/Y$ in each direction, with $Y$ the two-dimensional Young modulus and $\nu$ Poisson's ratio. For $Y=340$ N/m and positive $\nu$, a tension of 1 N/m needs a strain below 0.3%. It lowers the 10 K value to 0.78 of the free result.

**Substrate.** Model a rigid substrate by springs of stiffness $K$ per area. Then $\rho\omega^2=\kappa q^4+K$, and the branch starts at $\omega_0=\sqrt{K/\rho}$. For a rough $K=10^{20}$ N/m³, $\hbar\omega_0/k_B=88$ K. At 10 K even the slowest mode has $x\approx8.8$, and the flexural heat capacity falls to 1.6% of the free value. That is 0.14 µJ/(m² K), less than the in-plane total of 0.20 µJ/(m² K) if the in-plane modes are unchanged. A real substrate also vibrates and mixes with the sheet, which this model omits.

**Carriers.** Electrons in a doped sheet, with $k_BT\ll E_F$, also contribute a term linear in $T$. At charge neutrality their term goes as $T^2$ instead. Let $y=(E-\mu_e)/k_BT$, with $\mu_e$ the chemical potential. At fixed carrier number, energies may be measured from $\mu_e$, and to leading order in $k_BT/E_F$

$$C_e=k_B^2T\,g(E_F)\int_{-\infty}^{\infty}\frac{y^2e^y}{(e^y+1)^2}dy=\frac{\pi^2}{3}k_B^2T\,g(E_F).$$

The integral is $4\sum_n(-1)^{n+1}/n^2=\pi^2/3$, by the earlier expansion with alternating signs. For $E=\hbar vk$ with two spins and two valleys, the carrier density is $n_e=k_F^2/\pi\propto E_F^2$, so $g(E_F)=2n_e/E_F$. With $n_e=10^{12}$ cm$^{-2}$ and $v=10^6$ m/s, $E_F=0.117$ eV and $C_e$ is 0.08% of $C_{\rm flex}$. This small share is the relevant comparison only when electrons and lattice have one temperature. In a hot-electron bolometer the electrons are weakly coupled to the phonons, and $C_e$ sets the response.

**Thermal ripples.** Large slopes stretch the sheet and couple its modes. For Fourier amplitudes $h_q$ in area $A$, the bending energy is $(A/2)\sum\kappa q^4|h_q|^2$. Classical equipartition gives $\langle|h_q|^2\rangle=k_BT/(A\kappa q^4)$, hence

$$\langle|\nabla h|^2\rangle=\int\frac{q\,dq}{2\pi}\,\frac{k_BT}{\kappa q^2}=\frac{k_BT}{2\pi\kappa}\int\frac{dq}{q}.$$

Take the slopes from one factor of $e$ in $q$. Half the squared slope is a strain, and multiplying by $Y$ gives a stress $Yk_BT/4\pi\kappa$. Relative to the bending scale $\kappa q_T^2=\kappa k_BT/\hbar\alpha$, this is

$$\frac{Y\hbar\alpha}{4\pi\kappa^2}=\frac{Y\hbar}{4\pi\kappa^{3/2}\rho^{1/2}}\approx3\%.$$

This is an order-of-magnitude estimate, since equipartition is only marginal at $q_T$. The ratio grows as $1/q^2$ and reaches one near $x=0.03$. Because $f\le1$, modes below that point carry at most $0.03\times3/\pi^2$, or about 1%, of $C_{\rm flex}$.

For a suspended, nearly slack sheet at 10 K, the corrections sized here are a few percent. The input $\kappa$ matters more: $C_{\rm flex}\propto\kappa^{-1/2}$, so a 20% change in $\kappa$ moves the result by about 10%. At $\kappa=1.5$ eV the flexural law plus the in-plane terms gives 8.6 µJ/(m² K), and the mesh correction would raise this to 8.9. A value of roughly 8 to 9 µJ/(m² K) is as precise as the inputs justify. Strong tension or contact with a substrate changes the regime, and the corresponding dispersion must then be used in

$$C=\frac{k_B}{2\pi}\int_0^{q_{\max}}f\!\left(\frac{\hbar\omega(q)}{k_BT}\right)q\,dq ,$$

with $q_{\max}$ high enough that the omitted modes are frozen, but still within the range where the continuum dispersion holds. For graphene such a choice exists at 10 K. At room temperature it does not, and the full phonon bands are needed. The numerical output lists the inputs and the main computed values.

## Computed values

```
lattice constant: 0.246 nm
cell area: 0.0524 nm^2
mass per area rho: 0.761 mg/m^2
bending rigidity kappa: 1.50 eV
alpha: 5.619e-07 m^2/s
speeds TA, LA: 14, 21 km/s
temperature: 10 K
integral of f: 3.28987; of x f: 7.21234
C flexural: 8.421 uJ/(m^2 K)
C flexural per mass: 11.06 J/(kg K)
C TA: 0.1386 uJ/(m^2 K)
C LA: 0.0616 uJ/(m^2 K)
in-plane sum / flexural: 2.38 %
extrapolated laws cross at: 421 K
thermal wavelength flexural: 4.12 nm
thermal wavelength TA: 67.2 nm
sheet side in mode sums: 1 um
mode sum flexural: 8.410 uJ/(m^2 K)
mode sum flexural vs law: -0.14 %
mode sum TA: 0.1386 uJ/(m^2 K)
power of T, 5 to 10 K, flexural sum: 1.0008
power of T, 5 to 10 K, TA sum: 2.0004
weak tension: 0.05 N/m
weak: hbar omega_sigma/kB: 0.446 K
weak: C/C_flex at 10 K: 0.9866
weak: first-order estimate: 0.9864
weak: power of T at 10 K: 1.013
weak: power of T at 4.46 mK: 1.998
weak: speed sqrt(sigma/rho): 256 m/s
strong tension: 1.0 N/m
strong: hbar omega_sigma/kB: 8.93 K
strong: C/C_flex at 10 K: 0.779
substrate spring: 1e+20 N/m^3
substrate gap hbar omega_0/kB: 87.6 K
supported C/C_flex at 10 K: 1.61e-02
mesh top of branch: 56.5 meV
mesh at 4 K: C/law 1.014, power of T 1.014
mesh at 10 K: C/law 1.036, power of T 1.038
mesh at 77 K: C/law 1.452, power of T 1.205
mesh at 300 K: C/law 0.928, power of T 0.220
carrier density: 1e+12 cm^-2
Fermi speed: 1e+06 m/s
Fermi energy: 0.117 eV
carriers C/C_flex: 0.080 %
2D Young modulus: 340 N/m
ripple stress / (kappa q_T^2): 2.8 %
```
